# Acid-catalysed deprotection kinetics in a shrinking resist film: a program that tests the result

```python
"""
Result under test: in a resist film whose volume shrinks as V = V0*(1 - s*x)
while the number of acid molecules stays fixed, first-order acid catalysis gives
    s*x - (1 - s)*log(1 - x) = k*h0*t.
x  : fraction of the original protected groups removed (ratio of numbers)
s  : fractional volume loss at full conversion
k  : catalytic rate constant (nm^3/s);  h0 : initial acid density (1/nm^3)
t  : bake time (s);  tau = k*h0*t : reduced time
Model parameters are round values in the rough regime of the post-exposure
bake of a positive chemically amplified resist.
"""
import numpy as np
from scipy.constants import Boltzmann, elementary_charge
from scipy.integrate import quad, solve_ivp
from scipy.special import lambertw
from scipy.stats import poisson

thickness0 = 100.0       # nm
group_density0 = 2.0     # 1/nm^3
acid_density0 = 0.05     # 1/nm^3
volume_lost = 0.15       # nm^3 per reaction
k = 0.6                  # nm^3/s
bake_time = 60.0         # s
bake_temperature = 383.15  # K
s = volume_lost * group_density0
kh = k * acid_density0
tau_end = kh * bake_time


def law_left_side(x, shrink):
    return shrink * x - (1 - shrink) * np.log1p(-x)


def conversion(tau, shrink):
    """Explicit inverse of the law."""
    if shrink == 0:
        return -np.expm1(-np.asarray(tau))
    a = shrink / (1 - shrink)
    argument = a * np.exp(a - np.asarray(tau) / (1 - shrink))
    return 1 - lambertw(argument).real / a


def solve_film(shrink, times, acid_leaves=False):
    """Local balances for thickness, group density and acid density.
    Only the volume lost per reaction is supplied, not V(x)."""
    lost = shrink / group_density0

    def rhs(t, y):
        thickness, groups, acid = y
        reactions = k * acid * groups
        dilation = -lost * reactions
        acid_change = 0.0 if acid_leaves else -acid * dilation
        return [thickness * dilation, -reactions - groups * dilation,
                acid_change]

    answer = solve_ivp(rhs, (0, times[-1]),
                       [thickness0, group_density0, acid_density0],
                       t_eval=times, method="DOP853", rtol=1e-11, atol=1e-13)
    assert answer.success
    thickness, groups, acid = answer.y
    remaining = groups * thickness / (group_density0 * thickness0)
    return remaining, thickness, acid


# The law, its inverse, linear shrinkage and acid enrichment
times = np.linspace(0, bake_time, 61)
largest_law_error = 0.0
for shrink in (0.0, 0.3, 0.6, 0.9):
    left, thick, acid = solve_film(shrink, times)
    x = 1 - left
    law_error = np.max(np.abs(law_left_side(x, shrink) - kh * times))
    largest_law_error = max(largest_law_error, law_error)
    assert law_error < 1e-7
    assert np.allclose(x, conversion(kh * times, shrink), atol=1e-8)
    assert np.allclose(thick / thickness0, 1 - shrink * x, atol=1e-8)
    assert np.allclose(acid * (1 - shrink * x), acid_density0, atol=1e-9)

# Falling overall rate, even when the volume loss is very large
early_times = np.linspace(0, 1.2 / kh, 50)
x_strong = 1 - solve_film(0.9, early_times)[0]
assert np.all(np.diff(x_strong, 2) < 0)

# Early expansion: halving the time must divide the remainder by eight
short_tau = np.array([0.0, 0.01, 0.02])
x_short = 1 - solve_film(0.6, short_tau / kh)[0]
remainder = x_short - (short_tau - 0.4 * short_tau**2 / 2)
assert 7.6 < remainder[2] / remainder[1] < 8.4

# Late exponential and the formal limit of complete volume loss
late_tau = 8.0
late_left = solve_film(s, np.array([0.0, late_tau / kh]))[0][-1]
late_formula = np.exp((s - late_tau) / (1 - s))
assert abs(late_left / late_formula - 1) < 1e-4
x_limit = 1 - solve_film(0.999, np.array([0.0, 0.5 / kh]))[0][-1]
assert abs(x_limit - 0.5) < 1e-3

# Constant acid density restores simple exponential conversion
left_control = solve_film(s, times, acid_leaves=True)[0]
assert np.allclose(left_control, np.exp(-kh * times), atol=1e-8)


# Omitting compression from the true concentration balance gives a false law
def incomplete_balance(t, y):
    x_from_density = (1 - y[0]) / (1 - s * y[0])
    return [-kh * y[0] / (1 - s * x_from_density)]


wrong = solve_ivp(incomplete_balance, (0, bake_time), [1.0],
                  method="DOP853", rtol=1e-11, atol=1e-13)
assert wrong.success
wrong_density = wrong.y[0, -1]
x_wrong = (1 - wrong_density) / (1 - s * wrong_density)
assert abs(x_wrong - (1 - np.exp(-tau_end / (1 - s)))) < 1e-8

# Individual reactions in a small cell: sampled and summed waiting times
cell_volume = 1000.0     # nm^3, a cube of side 10 nm
target = 0.9
law_time = law_left_side(target, s) / kh


def mean_waits(volume):
    group_count = round(group_density0 * volume)
    acid_count = acid_density0 * volume
    reacted = np.arange(round(target * group_count))
    present_volume = volume - volume_lost * reacted
    return present_volume / (k * acid_count * (group_count - reacted))


waits = mean_waits(cell_volume)
rng = np.random.default_rng(12345)
runs = 400
sampled = rng.exponential(waits, size=(runs, waits.size)).sum(axis=1)
sampled_mean = sampled.mean()
standard_error = sampled.std(ddof=1) / np.sqrt(runs)
assert abs(sampled_mean - law_time) < 5 * standard_error
error_small = waits.sum() - law_time
error_large = mean_waits(2 * cell_volume).sum() - law_time
assert 1.95 < error_small / error_large < 2.05


# Effects outside the law, followed through numbers of molecules
def extended_model(k_ratio=lambda t, x: 1.0, acid_loss=0.0, lag=None):
    """lag: time for vacated volume to disappear; None means no delay."""
    def rhs(t, y):
        x, closed, acid_fraction = y
        relative_volume = 1 - s * (x if lag is None else closed)
        dx = kh * k_ratio(t, x) * acid_fraction * (1 - x) / relative_volume
        dclosed = 0.0 if lag is None else (x - closed) / lag
        return [dx, dclosed, -acid_loss * acid_fraction]

    answer = solve_ivp(rhs, (0, bake_time), [0.0, 0.0, 1.0],
                       method="LSODA", rtol=1e-10, atol=1e-12, max_step=1.0)
    assert answer.success
    return answer.y[0, -1]


x_end = float(conversion(tau_end, s))
x_constant = float(conversion(tau_end, 0.0))
assert abs(extended_model(lag=1e10) - x_constant) < 1e-7
assert abs(extended_model(lag=0.001) - x_end) < 1e-4

activation = 1.0         # eV
room_temperature = 296.15  # K
warmup_time = 3.0        # s
activation_kelvin = activation * elementary_charge / Boltzmann


def warmup_ratio(t, x=0.0):
    temperature = bake_temperature - (
        bake_temperature - room_temperature) * np.exp(-t / warmup_time)
    return np.exp(activation_kelvin * (1 / bake_temperature - 1 / temperature))


effective_time = quad(warmup_ratio, 0, bake_time, epsabs=1e-10,
                      epsrel=1e-10, limit=200)[0]
x_warmup = extended_model(k_ratio=warmup_ratio)
assert abs(x_warmup - conversion(kh * effective_time, s)) < 1e-7

acid_loss = 0.002        # 1/s
x_loss = extended_model(acid_loss=acid_loss)
loss_tau = kh * (1 - np.exp(-acid_loss * bake_time)) / acid_loss
assert abs(x_loss - conversion(loss_tau, s)) < 1e-7

one_kelvin_factor = np.exp(activation_kelvin * (
    1 / bake_temperature - 1 / (bake_temperature + 1)))
x_hotter = float(conversion(tau_end * one_kelvin_factor, s))
diffusivity = 1.0e4      # nm^2/s, by-product in film
escape_time = 4 * thickness0**2 / (np.pi**2 * diffusivity)
x_escape = extended_model(lag=escape_time)
collapse_time = 10.0     # s
x_collapse = extended_model(lag=collapse_time)
k_drop = 0.2
x_composition = extended_model(k_ratio=lambda t, x: 1 - k_drop * x)
acid_order = 1.5
x_order = extended_model(
    k_ratio=lambda t, x: (1 - s * x) ** (1 - acid_order))

mean_acids = acid_density0 * cell_volume
acid_counts = np.arange(0, 201)
weights = poisson.pmf(acid_counts, mean_acids)
assert abs(weights.sum() - 1) < 1e-12
cell_x = conversion(tau_end * acid_counts / mean_acids, s)
x_cells = np.sum(weights * cell_x)
cell_spread = np.sqrt(np.sum(weights * (cell_x - x_cells) ** 2))

print(f"initial thickness: {thickness0:.1f} nm")
print(f"initial protected-group density: {group_density0:.2f} nm^-3")
print(f"initial acid density h0: {acid_density0:.3f} nm^-3")
print(f"volume lost per reaction: {volume_lost:.3f} nm^3")
print(f"shrinkage parameter s: {s:.3f} (dimensionless)")
print(f"rate constant k: {k:.3f} nm^3/s")
print(f"initial rate k*h0: {kh:.4f} s^-1")
print(f"late rate k*h0/(1-s): {kh/(1-s):.5f} s^-1")
print(f"bake: {bake_time:.1f} s at {bake_temperature:.2f} K")
print(f"reduced bake time: {tau_end:.3f} (dimensionless)")
for t in (10.0, 20.0, 40.0, 60.0):
    print(f"at {t:.0f} s: x={float(conversion(kh*t, s)):.5f}, "
          f"x without shrinkage={-np.expm1(-kh*t):.5f}")
print(f"final thickness: {thickness0*(1-s*x_end):.3f} nm")
print(f"final acid density: {acid_density0/(1-s*x_end):.5f} nm^-3")
final_groups = group_density0 * (1 - x_end) / (1 - s * x_end)
print(f"final protected-group density: {final_groups:.5f} nm^-3")
for x in (0.5, 0.8, 0.9, 0.95):
    print(f"time to x={x:.2f}: {law_left_side(x, s)/kh:.3f} s; "
          f"without shrinkage {-np.log1p(-x)/kh:.3f} s")
apparent_k = -np.log1p(-x_end) / (acid_density0 * bake_time)
print(f"k inferred if shrinkage is ignored: {apparent_k:.5f} nm^3/s")
print(f"relative error of that k: {100*(apparent_k/k-1):.2f} %")
print(f"x from incomplete density balance: {x_wrong:.5f}")
print(f"largest law residual in film solutions: {largest_law_error:.1e}")
print(f"small cell: {cell_volume:.0f} nm^3, {mean_acids:.0f} acids")
print(f"number of sampled reaction histories: {runs}")
print(f"sampled mean time to x={target:.2f}: {sampled_mean:.3f} s")
print(f"standard error of sampled mean: {standard_error:.3f} s")
print(f"summed mean time in small cell: {waits.sum():.3f} s")
print(f"shrinkage changes final x by: {x_end-x_constant:+.5f}")
print(f"activation energy: {activation:.2f} eV")
print(f"warm-up: from {room_temperature:.2f} K, constant {warmup_time:.1f} s")
print(f"bake time lost to warm-up: {bake_time-effective_time:.3f} s")
print(f"warm-up changes final x by: {x_warmup-x_end:+.5f}")
print(f"1 K hotter: k changes by {100*(one_kelvin_factor-1):+.2f} %")
print(f"1 K hotter changes final x by: {x_hotter-x_end:+.5f}")
print(f"acid loss at {acid_loss:.4f} s^-1 changes x by: {x_loss-x_end:+.5f}")
print(f"by-product diffusivity: {diffusivity:.1e} nm^2/s")
print(f"by-product escape time: {escape_time:.3f} s")
print(f"escape delay changes final x by: {x_escape-x_end:+.5f}")
print(f"{collapse_time:.0f} s collapse lag changes x by: "
      f"{x_collapse-x_end:+.5f}")
print(f"k falling {100*k_drop:.0f} % by x=1 changes x by: "
      f"{x_composition-x_end:+.5f}")
print(f"acid order {acid_order:.1f} changes final x by: {x_order-x_end:+.5f}")
print(f"isolated-cell acid noise changes mean x by: {x_cells-x_end:+.5f}")
print(f"isolated-cell standard deviation of x: {cell_spread:.5f}")
print("every check passed")
```

Output:

```
initial thickness: 100.0 nm
initial protected-group density: 2.00 nm^-3
initial acid density h0: 0.050 nm^-3
volume lost per reaction: 0.150 nm^3
shrinkage parameter s: 0.300 (dimensionless)
rate constant k: 0.600 nm^3/s
initial rate k*h0: 0.0300 s^-1
late rate k*h0/(1-s): 0.04286 s^-1
bake: 60.0 s at 383.15 K
reduced bake time: 1.800 (dimensionless)
at 10 s: x=0.26897, x without shrinkage=0.25918
at 20 s: x=0.47894, x without shrinkage=0.45119
at 40 s: x=0.75148, x without shrinkage=0.69881
at 60 s: x=0.88817, x without shrinkage=0.83470
final thickness: 73.355 nm
final acid density: 0.06816 nm^-3
final protected-group density: 0.30490 nm^-3
time to x=0.50: 21.173 s; without shrinkage 23.105 s
time to x=0.80: 45.554 s; without shrinkage 53.648 s
time to x=0.90: 62.727 s; without shrinkage 76.753 s
time to x=0.95: 79.400 s; without shrinkage 99.858 s
k inferred if shrinkage is ignored: 0.73026 nm^3/s
relative error of that k: 21.71 %
x from incomplete density balance: 0.92357
largest law residual in film solutions: 6.4e-11
small cell: 1000 nm^3, 50 acids
number of sampled reaction histories: 400
sampled mean time to x=0.90: 62.656 s
standard error of sampled mean: 0.085 s
summed mean time in small cell: 62.675 s
shrinkage changes final x by: +0.05347
activation energy: 1.00 eV
warm-up: from 296.15 K, constant 3.0 s
bake time lost to warm-up: 7.612 s
warm-up changes final x by: -0.04047
1 K hotter: k changes by +8.20 %
1 K hotter changes final x by: +0.02047
acid loss at 0.0020 s^-1 changes x by: -0.01694
by-product diffusivity: 1.0e+04 nm^2/s
by-product escape time: 0.405 s
escape delay changes final x by: -0.00057
10 s collapse lag changes x by: -0.01328
k falling 20 % by x=1 changes x by: -0.03428
acid order 1.5 changes final x by: +0.02581
isolated-cell acid noise changes mean x by: -0.00644
isolated-cell standard deviation of x: 0.04082
every check passed
```
